# Does a neutral dual-gated layer have zero perpendicular field?: verification in Python

```python
"""
Result under test: a layer between two gates can have zero net charge while a
large displacement field D crosses it. Gauss's law fixes only the jump,
    D_above - D_below = 4 pi sigma            (atomic units, D = eps E),
and for a neutral layer D = (V_back - V_top) / (L_back + L_top).
Symbols: sigma = net sheet charge of the layer, phi = potential at the layer,
L = dielectric length (thickness / dielectric constant) from a gate to the
layer midplane. D is positive from back gate to top gate. Gate potentials are
measured from the values that put midgap at the Fermi level of the contact.
Calculations are in atomic units; lengths are entered in nm, energies in eV.
Material parameters are rough typical values.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, trapezoid
from scipy.linalg import solve_banded
from scipy.optimize import brentq

HARTREE = const.physical_constants["Hartree energy in eV"][0]
BOHR_M = const.physical_constants["Bohr radius"][0]
BOHR = BOHR_M * 1e9                           # nm
FIELD = HARTREE / BOHR_M / 1e8                # MV/cm per atomic unit
SHEET = 1 / (BOHR_M * 100) ** 2               # cm^-2 per atomic unit
MICROCOULOMB = const.e * SHEET * 1e6          # uC/cm2 per atomic unit
CURRENT = const.e * HARTREE * const.e / const.hbar * SHEET   # A/cm2
PI4 = 4 * np.pi

# Rough parameters: monolayer MoS2 in hexagonal boron nitride (hBN)
D_BACK, D_TOP, THICK = 20.0, 10.0, 0.65       # nm
EPS_BN, EPS_LAYER = 3.5, 6.0
GAP_EV, TEMPERATURE = 2.0, 300.0
MASS, G_ELECTRON, G_HOLE = 0.5, 4, 2
GAP = GAP_EV / HARTREE
KT = const.k * TEMPERATURE / const.e / HARTREE
N_C = G_ELECTRON * MASS * KT / (2 * np.pi)
N_V = G_HOLE * MASS * KT / (2 * np.pi)
STEP = 0.025                                  # nm, grid spacing
STACK = [(D_BACK, EPS_BN), (THICK, EPS_LAYER), (D_TOP, EPS_BN)]


def dielectric_lengths(eps_bn=EPS_BN):
    half = THICK / (2 * EPS_LAYER)
    return (D_BACK / eps_bn + half) / BOHR, (D_TOP / eps_bn + half) / BOHR


L_B, L_T = dielectric_lengths()


def electrons(phi):
    return N_C * np.logaddexp(0, (phi - GAP / 2) / KT)


def holes(phi):
    return N_V * np.logaddexp(0, (-phi - GAP / 2) / KT)


def poisson(stack, v_back, v_top, charge=0.0, response=0.0):
    """Finite-volume Poisson solution; sheet charge at a node is
    charge - response * potential. Returns node potentials, D in cells."""
    eps = np.concatenate([np.full(round(d / STEP), e) for d, e in stack])
    k = eps / (STEP / BOHR)
    n = len(k) - 1
    band = np.zeros((3, n))
    band[0, 1:] = -k[1:-1]
    band[1] = k[:-1] + k[1:] + PI4 * response
    band[2, :-1] = -k[1:-1]
    rhs = np.zeros(n) + PI4 * charge
    rhs[0] += k[0] * v_back
    rhs[-1] += k[-1] * v_top
    pot = np.r_[v_back, solve_banded((1, 1), band, rhs), v_top]
    return pot, k * (pot[:-1] - pot[1:])


# Carriers are spread through the layer, unlike in the thin-sheet formulas
cells = sum(round(d / STEP) for d, _ in STACK)
offset = STEP * np.arange(1, cells) - (D_BACK + THICK / 2)
PROFILE = np.where(abs(offset) < THICK / 2,
                   np.cos(np.pi * offset / THICK) ** 2, 0.0)
PROFILE /= PROFILE.sum()


def device(v_back, v_top, fixed=0.0):
    """Self-consistent layer with grounded contact; voltages in volts."""
    vb, vt = v_back / HARTREE, v_top / HARTREE

    def solve(phi):
        sigma = holes(phi) - electrons(phi) + fixed
        return poisson(STACK, vb, vt, sigma * PROFILE)

    phi = brentq(lambda x: PROFILE @ solve(x)[0][1:-1] - x, -0.5, 0.5,
                 xtol=1e-13)
    pot, disp = solve(phi)
    return dict(phi=phi, n=electrons(phi), p=holes(phi), pot=pot, disp=disp,
                below=disp[0], above=disp[-1], mean=(disp[0] + disp[-1]) / 2)


# --- Coulomb's law summed over large charged discs ------------------------
def disc_field(z, z_disc, sigma, radius=1e4):
    dz = z - z_disc
    ring = lambda u: u / (u * u + 1) ** 1.5
    edges = [0, 1, 10, 100, radius / abs(dz)]
    total = sum(quad(ring, a, b)[0] for a, b in zip(edges[:-1], edges[1:]))
    return 2 * np.pi * sigma * np.sign(dz) * total


def three_sheets(z, back, layer, top):
    return (disc_field(z, 0, back) + disc_field(z, 5, layer)
            + disc_field(z, 10, top))


lo, hi = 4.9, 5.1                             # just below, just above layer
assert abs(three_sheets(lo, 1, 0, -1) / PI4 - 1) < 2e-3   # finite disc radius
assert abs(three_sheets(lo, 1, 0, 1)) < 2e-3 * PI4
f_lo, f_hi = three_sheets(lo, 1, 0.3, -1), three_sheets(hi, 1, 0.3, -1)
assert abs((f_hi - f_lo) / (PI4 * 0.3) - 1) < 2e-3
assert abs((f_hi + f_lo) / 2 / PI4 - 1) < 2e-3
assert abs(three_sheets(hi, 1, -1, 0)) < 2e-3 * PI4       # one gate only
assert abs(three_sheets(lo, 1, -1, 0) / PI4 - 1) < 2e-3

# --- Carrier law against the integral over the Fermi function -------------
shift = 0.05 / HARTREE
direct = quad(lambda e: G_ELECTRON * MASS / (2 * np.pi)
              / (1 + np.exp((e - shift) / KT)), 0, shift + 40 * KT,
              epsabs=0, epsrel=1e-9)[0]
assert abs(electrons(GAP / 2 + shift) / direct - 1) < 1e-7

# --- Oppositely biased gates: neutral layer, large field ------------------
VB, VT = 8.0, -4.0
neutral = device(VB, VT)
d_formula = (VB - VT) / HARTREE / (L_B + L_T)
assert abs(neutral["mean"] / d_formula - 1) < 1e-7
assert abs(neutral["above"] - neutral["below"]) < 1e-7 * d_formula
assert max(neutral["n"], neutral["p"]) * SHEET < 1
i_low, i_high = round(D_BACK / STEP), round((D_BACK + THICK) / STEP)
drop = neutral["pot"][i_low] - neutral["pot"][i_high]
assert abs(drop / (d_formula * THICK / BOHR / EPS_LAYER) - 1) < 1e-6

# --- Balanced gate line: D takes either sign at zero density --------------
line = []
for v_top in (-4.0, -2.0, 0.0, 2.0, 4.0):
    v_back = -v_top * L_B / L_T
    state = device(v_back, v_top)
    expected = -v_top / HARTREE / L_T
    assert abs(state["mean"] - expected) < 1e-7 * d_formula
    assert max(state["n"], state["p"]) * SHEET < 1
    line.append((v_back, v_top, state["mean"] * FIELD))

# --- Density and mean field chosen separately -----------------------------
# 1 percent tolerance: the numerical carriers have a finite thickness
for density in (2e12, 5e12):
    for d_target in (-10.0, 0.0, 10.0):
        n_au, d_au = density / SHEET, d_target / FIELD
        phi = GAP / 2 + KT * np.log(np.expm1(n_au / N_C))
        v_back = phi + L_B * (d_au + 2 * np.pi * n_au)
        v_top = phi - L_T * (d_au - 2 * np.pi * n_au)
        state = device(v_back * HARTREE, v_top * HARTREE)
        assert abs(state["n"] / n_au - 1) < 0.01
        assert abs(state["mean"] - d_au) * FIELD < 0.1

# --- Gates of the same sign: many carriers, little mean field -------------
same = device(8.0, 4.0)
vb, vt = 8.0 / HARTREE, 4.0 / HARTREE
phi_same = brentq(lambda x: (vb - x) / L_B + (vt - x) / L_T
                  + PI4 * (holes(x) - electrons(x)), -0.5, 0.5)
mean_same = ((vb - phi_same) / L_B - (vt - phi_same) / L_T) / 2
assert abs(same["n"] / electrons(phi_same) - 1) < 0.01
assert abs(same["mean"] - mean_same) < 0.01 * d_formula
assert abs(same["mean"]) < 0.1 * d_formula

# --- Neutral window of the back gate at fixed top gate --------------------
THRESHOLD = 1e10 / SHEET
window = []
for kind, sign, n_band, bracket in (("p", -1, N_V, (0.0, 8.0)),
                                    ("n", 1, N_C, (8.0, 16.0))):
    found = brentq(lambda v: np.log(device(v, VT)[kind] / THRESHOLD),
                   *bracket, xtol=1e-7)
    phi = sign * (GAP / 2 + KT * np.log(np.expm1(THRESHOLD / n_band)))
    sigma = -sign * THRESHOLD
    formula = phi - L_B * (PI4 * sigma + (VT / HARTREE - phi) / L_T)
    assert abs(found - formula * HARTREE) < 0.01
    window.append((found, device(found, VT)["mean"] * FIELD))

# --- Fixed charge: no carriers, yet the layer is not neutral --------------
FIXED = 1e12 / SHEET
charged = device(VB, VT, FIXED)
phi_fixed = (VB / HARTREE * L_T + VT / HARTREE * L_B
             + PI4 * FIXED * L_B * L_T) / (L_B + L_T)
assert abs(charged["below"] * L_B / (VB / HARTREE - phi_fixed) - 1) < 1e-6
assert abs(charged["above"] * L_T / (phi_fixed - VT / HARTREE) - 1) < 1e-6
assert charged["n"] < 1e-6 * FIXED

# --- Conducting two-sheet model: zero total charge, screened interior -----
SPACING = 0.65
model = [(10.0, 3.5), (1.3, 6.0), (10.0, 3.5)]
sheet_dos = 4 * 0.5 / (2 * np.pi)
response = np.zeros(sum(round(d / STEP) for d, _ in model) - 1)
nodes = [round((10.65 + s * SPACING / 2) / STEP) for s in (-1, 1)]
for node in nodes:
    response[node - 1] = sheet_dos
pot2, disp2 = poisson(model, 4 / HARTREE, -4 / HARTREE, response=response)
sheet_charge = [-sheet_dos * pot2[node] for node in nodes]
inside, outside = disp2[(nodes[0] + nodes[1]) // 2], disp2[0]
ratio = 1 / (1 + 2 * np.pi * sheet_dos * SPACING / BOHR / 6.0)
assert abs(sum(sheet_charge)) < 1e-7 * abs(sheet_charge[0])
assert abs(disp2[-1] / outside - 1) < 1e-7
assert abs(inside / outside / ratio - 1) < 1e-6

# --- Sizes of neglected effects -------------------------------------------
BREAKDOWN, BARRIER_EV, MASS_BN = 10.0, 2.7, 0.4      # rough values
field_bn = neutral["mean"] / EPS_BN
barrier = BARRIER_EV / HARTREE
rise = (neutral["pot"][::-1] - VT / HARTREE)[:round(D_TOP / STEP) + 1]
wkb = 2 * trapezoid(np.sqrt(2 * MASS_BN * np.maximum(barrier - rise, 0)),
                    dx=STEP / BOHR)
exponent = lambda b: 4 * np.sqrt(2 * MASS_BN) * b ** 1.5 / (3 * field_bn)
assert abs(wkb / exponent(barrier) - 1) < 0.005      # grid at turning point
supply = quad(lambda x: x * np.exp(exponent(barrier) - exponent(barrier + x)),
              0, 0.03, epsabs=0, epsrel=1e-8, limit=200)[0]
leak = supply * np.exp(-exponent(barrier)) / (2 * np.pi ** 2)
leak_closed = (field_bn ** 2 / (16 * np.pi ** 2 * MASS_BN * barrier)
               * np.exp(-exponent(barrier)))
assert abs(leak / leak_closed - 1) < 0.05            # leading-order formula
half_drop = drop * HARTREE / 2
stark = -np.linalg.eigvalsh([[0, half_drop], [half_drop, GAP_EV]])[0]
d_eps = [(VB - VT) / HARTREE / sum(dielectric_lengths(e)) * FIELD
         for e in (3.0, 4.0)]
SCREEN = 0.05                                        # nm, rough metal value
loss = 1 - (L_B + L_T) / (L_B + L_T + 2 * SCREEN / BOHR)

print(f"hBN back, top thickness: {D_BACK:.0f}, {D_TOP:.0f} nm")
print(f"MoS2 thickness: {THICK:.2f} nm")
print(f"dielectric constants hBN, MoS2: {EPS_BN}, {EPS_LAYER}")
print(f"gap: {GAP_EV:.1f} eV; temperature: {TEMPERATURE:.0f} K")
print(f"carrier mass: {MASS} m_e; kT: {KT * HARTREE:.5f} eV")
print(f"degeneracy electrons, holes: {G_ELECTRON}, {G_HOLE}")
print(f"N_c, N_v: {N_C * SHEET:.3e}, {N_V * SHEET:.3e} cm^-2")
print(f"L_back, L_top: {L_B * BOHR:.4f}, {L_T * BOHR:.4f} nm")
print(f"OPPOSITE GATES back, top: {VB:+.1f}, {VT:+.1f} V")
print(f"layer potential: {neutral['phi'] * HARTREE:.4f} V")
print(f"electrons: {neutral['n'] * SHEET:.1e} cm^-2")
print(f"holes: {neutral['p'] * SHEET:.1e} cm^-2")
print(f"D/eps0: {neutral['mean'] * FIELD:.3f} MV/cm")
print(f"D/eps0 in atomic units: {neutral['mean']:.5e}")
print(f"field in hBN: {field_bn * FIELD:.3f} MV/cm")
print(f"field in MoS2: {neutral['mean'] / EPS_LAYER * FIELD:.3f} MV/cm")
print(f"drop across MoS2: {drop * HARTREE:.4f} V")
gate = neutral["mean"] / PI4
print(f"gate charge (+back, -top): {gate * MICROCOULOMB:.3f} uC/cm2")
print(f"same as number density: {gate * SHEET:.3e} cm^-2")
print("BALANCED LINE (back V, top V, D/eps0 MV/cm)")
for v_back, v_top, d_value in line:
    print(f"  {v_back:+.3f}  {v_top:+.1f}  {d_value:+.3f}")
print("SAME-SIGN GATES back, top: +8.0, +4.0 V")
print(f"electrons: {same['n'] * SHEET:.3e} cm^-2")
print(f"D/eps0 below: {same['below'] * FIELD:+.2f} MV/cm")
print(f"D/eps0 above: {same['above'] * FIELD:+.2f} MV/cm")
print(f"mean D/eps0: {same['mean'] * FIELD:+.2f} MV/cm")
print(f"WINDOW at top {VT:.1f} V, limit {THRESHOLD * SHEET:.0e} cm^-2")
print(f"back gate from {window[0][0]:.2f} to {window[1][0]:.2f} V")
print(f"D/eps0 from {window[0][1]:.2f} to {window[1][1]:.2f} MV/cm")
print(f"FIXED CHARGE: +{FIXED * SHEET:.0e} e/cm2, gates +8, -4 V")
print(f"layer potential: {charged['phi'] * HARTREE:.3f} V")
print(f"electrons: {charged['n'] * SHEET:.1e} cm^-2")
print(f"D/eps0 below: {charged['below'] * FIELD:.2f} MV/cm")
print(f"D/eps0 above: {charged['above'] * FIELD:.2f} MV/cm")
print("TWO-SHEET CONDUCTOR: gates +4, -4 V; hBN-like 10 nm each")
print(f"sheet spacing {SPACING} nm; mass 0.5 m_e; degeneracy 4")
print(f"lower sheet charge: {sheet_charge[0] * SHEET:+.3e} e/cm2")
print(f"upper sheet charge: {sheet_charge[1] * SHEET:+.3e} e/cm2")
print(f"D/eps0 outside: {outside * FIELD:.2f} MV/cm")
print(f"D/eps0 between sheets: {inside * FIELD:.2f} MV/cm")
print(f"inside/outside ratio: {inside / outside:.4f}")
print("NEGLECTED EFFECTS, opposite gates")
print(f"hBN breakdown (rough): {BREAKDOWN:.0f} MV/cm")
print(f"fraction of breakdown: {field_bn * FIELD / BREAKDOWN:.2f}")
print(f"tunnel barrier, mass: {BARRIER_EV} eV, {MASS_BN} m_e")
print(f"tunnel exponent: {wkb:.1f}")
print(f"tunnel current: {leak * CURRENT:.0e} A/cm2")
print(f"D/eps0, hBN constant 3 and 4: {d_eps[0]:.1f}, {d_eps[1]:.1f} MV/cm")
print(f"gate screening {SCREEN} nm lowers D by {100 * loss:.1f} %")
print(f"doubled mass moves threshold: {KT * HARTREE * np.log(2):.3f} eV")
print(f"two-level band-edge shift: {stark:.4f} eV")
print("every check passed")
```

It prints:

```
hBN back, top thickness: 20, 10 nm
MoS2 thickness: 0.65 nm
dielectric constants hBN, MoS2: 3.5, 6.0
gap: 2.0 eV; temperature: 300 K
carrier mass: 0.5 m_e; kT: 0.02585 eV
degeneracy electrons, holes: 4, 2
N_c, N_v: 1.080e+13, 5.400e+12 cm^-2
L_back, L_top: 5.7685, 2.9113 nm
OPPOSITE GATES back, top: +8.0, -4.0 V
layer potential: 0.0250 V
electrons: 4.5e-04 cm^-2
holes: 3.3e-05 cm^-2
D/eps0: 13.825 MV/cm
D/eps0 in atomic units: 2.68859e-03
field in hBN: 3.950 MV/cm
field in MoS2: 2.304 MV/cm
drop across MoS2: 0.1498 V
gate charge (+back, -top): 1.224 uC/cm2
same as number density: 7.640e+12 cm^-2
BALANCED LINE (back V, top V, D/eps0 MV/cm)
  +7.926  -4.0  +13.740
  +3.963  -2.0  +6.870
  -0.000  +0.0  -0.000
  -3.963  +2.0  -6.870
  -7.926  +4.0  -13.740
SAME-SIGN GATES back, top: +8.0, +4.0 V
electrons: 1.242e+13 cm^-2
D/eps0 below: +12.14 MV/cm
D/eps0 above: -10.32 MV/cm
mean D/eps0: +0.91 MV/cm
WINDOW at top -4.0 V, limit 1e+10 cm^-2
back gate from 5.42 to 10.38 V
D/eps0 from 10.85 to 16.56 MV/cm
FIXED CHARGE: +1e+12 e/cm2, gates +8, -4 V
layer potential: 0.373 V
electrons: 3.2e+02 cm^-2
D/eps0 below: 13.22 MV/cm
D/eps0 above: 15.03 MV/cm
TWO-SHEET CONDUCTOR: gates +4, -4 V; hBN-like 10 nm each
sheet spacing 0.65 nm; mass 0.5 m_e; degeneracy 4
lower sheet charge: -6.080e+12 e/cm2
upper sheet charge: +6.080e+12 e/cm2
D/eps0 outside: 13.69 MV/cm
D/eps0 between sheets: 2.69 MV/cm
inside/outside ratio: 0.1963
NEGLECTED EFFECTS, opposite gates
hBN breakdown (rough): 10 MV/cm
fraction of breakdown: 0.40
tunnel barrier, mass: 2.7 eV, 0.4 m_e
tunnel exponent: 48.5
tunnel current: 2e-14 A/cm2
D/eps0, hBN constant 3 and 4: 11.9, 15.8 MV/cm
gate screening 0.05 nm lowers D by 1.1 %
doubled mass moves threshold: 0.018 eV
two-level band-edge shift: 0.0028 eV
every check passed
```
